# Three Decades of Absorption in an Exponential Oxide Tail

## Problem

An amorphous gate oxide has no sharp optical edge: disorder leaves electronic states inside the gap, and absorption continues below it. Over some range of photon energy \(E\), let the absorption coefficient be

\[
\alpha(E)=\alpha_1\exp\!\left(\frac{E-E_1}{E_U}\right),\qquad E\le E_1 ,
\]

where \(\alpha_1=\alpha(E_1)\) and \(E_U=50\) meV is the energy over which \(\alpha\) changes by a factor \(e\).

(a) Over what energy interval \(\Delta\) does \(\alpha\) fall by three decades?

(b) Suppose that the 50 meV describes an exponential tail in the density of valence states. Under what conditions does the absorption have the same width?

(c) A film 5.0 nm thick has a gap \(E_g=5.80\) eV and \(\alpha_1=10^4\ \mathrm{cm^{-1}}\) at \(E_1=5.70\) eV. Find the lower end of the interval and the fraction of light absorbed in one pass at each end.

## Hints

1. A decade is a factor 10, whereas \(E_U\) belongs to a factor \(e\). Take the logarithm of a ratio, so that \(\alpha_1\) cancels.
2. Without crystal momentum to conserve, any occupied state may be paired with any empty state at the right energy distance. Write the absorption as an integral over such pairs.
3. If every pair starts in the exponential tail, the photon energy can be taken out of the integral as a factor.

## Solution

### (a) The interval

Three decades mean \(\alpha(E_1)/\alpha(E_1-\Delta)=1000\). Inserting the exponential law gives

\[
\frac{\alpha_1}{\alpha_1e^{-\Delta/E_U}}=e^{\Delta/E_U}=1000
\quad\Rightarrow\quad
\Delta=E_U\ln1000=3E_U\ln10 .
\]

With \(\ln1000=6.908\),

\[
\Delta=0.050\ \mathrm{eV}\times6.908=0.345\ \mathrm{eV}\approx0.35\ \mathrm{eV}.
\]

Each decade takes 0.115 eV. Had 50 meV been the energy per decade, the answer would have been 0.15 eV, so the definition of the width must be known. Neither the gap nor \(\alpha_1\) enters, but the width enters in proportion: an error of 5 meV in \(E_U\) changes \(\Delta\) by 35 meV.

### (b) From a tail of states to a tail of absorption

Measure \(x\) downward from the valence edge and \(y\) upward from the conduction edge. A transition between two such states needs \(E=E_g+x+y\). With \(s=E-E_g\), this reads \(x+y=s\), and negative \(x\) denotes a valence tail state inside the gap. If the matrix element is the same for all pairs, the absorption is proportional, apart from a slowly varying factor, to the joint density

\[
J(s)=\int g_v(s-y)\,g_c(y)\,dy .
\]

Let the valence band have \(g_v=\sqrt{x}\) (constant factors are dropped) and join it to an exponential of width \(E_U\) with equal value and slope. The logarithmic slopes \(1/(2x)\) and \(1/E_U\) agree at \(x=E_U/2\), so

\[
g_v(x)=\begin{cases}\sqrt{x}, & x\ge E_U/2,\\[2pt]
\sqrt{E_U/2}\;e^{x/E_U-1/2}, & x<E_U/2.\end{cases}
\]

Let the conduction edge be sharp: \(g_c=\sqrt{y}\) for \(y>0\) and zero otherwise. If \(s\le E_U/2\), then \(x=s-y\le E_U/2\) for every contributing pair, so all transitions start in the tail. Hence

\[
J(s)=\sqrt{\frac{E_U}{2}}\,e^{-1/2}e^{s/E_U}\int_0^\infty\!\sqrt{y}\,e^{-y/E_U}dy
=\sqrt{\frac{E_U}{2}}\,e^{-1/2}\,\Gamma(\tfrac32)\,E_U^{3/2}\,e^{s/E_U}.
\]

The last step uses \(y=E_Ut\). In this model the absorption inherits the width \(E_U\) up to 25 meV above the gap. The shape of \(g_c\) affects only the constant, provided that \(g_c\) vanishes for \(y<0\) and the integral converges.

The infinite upper limit assumes that the whole tail is occupied. If all states are filled up to a Fermi level 2.0 eV above the valence edge and empty beyond it, the part wrongly included at the lower end of the interval, where \(s=-0.445\) eV, is

\[
\frac{1}{\Gamma(3/2)}\int_{t_F}^{\infty}\!\sqrt{t}\,e^{-t}dt\approx2\times10^{-13},
\qquad t_F=\frac{2.0-0.445}{0.050}\approx31 ,
\]

as a fraction of \(J\), which is negligible.

The rule fails if the interval begins well above the gap. There the band states dominate and

\[
J\approx\int_0^s\sqrt{y(s-y)}\,dy=\frac{\pi s^2}{8},
\]

whose logarithmic slope is \(2/s\). At \(s=0.30\) eV this is 6.7 eV\(^{-1}\). The full \(J\), which keeps the tail states and is 9% larger there, has a slope of 6.2 eV\(^{-1}\). Both are far below \(1/E_U=20\) eV\(^{-1}\), the slope in the tail. Numerical integration of the full \(J\), with a root search for the factor 1000, gives an interval of 0.46 eV from that starting point.

The slowly varying factor has a small effect. A constant momentum matrix element gives \(\alpha\propto J/E\), and a constant dipole matrix element gives \(\alpha\propto EJ\), both at fixed refractive index. The intervals become 0.349 and 0.342 eV. More generally, a prefactor that changes by 10% across the interval shifts \(\Delta\) by about \(E_U\ln1.1=4.8\) meV.

### (c) The film

The interval starts 0.10 eV below the gap, inside the exponential region. Its lower end is

\[
E_1-\Delta=5.700-0.345=5.355\ \mathrm{eV},
\]

where \(\alpha=10\ \mathrm{cm^{-1}}\). The wavelength rises from 217.5 to 231.5 nm.

Without reflection and interference, one pass absorbs the fraction \(1-e^{-\alpha d}\). With \(d=5.0\times10^{-7}\) cm, the exponents are

\[
\alpha d=5.0\times10^{-3}\ \text{(upper end)},\qquad
\alpha d=5.0\times10^{-6}\ \text{(lower end)} .
\]

The absorbed fractions are \(4.99\times10^{-3}\) and \(5.00\times10^{-6}\). Their ratio is 997.5 rather than 1000, because \(1-e^{-\alpha d}\) is slightly smaller than \(\alpha d\) at the upper end. The lower end is the harder one to measure, since five parts in a million must be detected there.

### The real case

The gap and thickness are rough values for an amorphous hafnium oxide gate dielectric, but \(\alpha_1\) is a round number chosen for easy arithmetic. With the joint density of part (b), it would imply about \(3\times10^6\ \mathrm{cm^{-1}}\) at 0.30 eV above the gap, far more than this oxide absorbs there. A realistic \(\alpha_1\) would be smaller in this model. The absorbed fractions in part (c) and the largest background allowed in Variation 2 would then shrink nearly in proportion, while the \(\Delta\) of part (a) would not change. The tail width depends on deposition and annealing, and 50 meV is an assumed value. With a single tail and no background, \(\Delta\) grows in proportion to it. Silicon absorbs strongly at these photon energies, so a transmission measurement needs a companion film on a transparent substrate. The film is also much thinner than the wavelength, so the one-pass fractions of part (c) give only the order of magnitude. With multiple reflections added coherently, a film of rough index 2.2 to 2.4 on a substrate of index 1.53 absorbs \(6.5\) to \(6.9\times10^{-3}\) at the upper end, 30 to 40% more than one pass. It also raises the reflectance by 3 to 5 percentage points. This reflection is several times the absorption and must be separated from it. The model omits electron–hole attraction and any dependence of the matrix element on how localized the states are; their effect is not calculated here.

Temperature can matter more than the prefactor. Assume that the vibrational part of \(E_U\), zero-point motion included, follows the mean-square displacement of a harmonic oscillator of quantum \(\hbar\omega\), which is proportional to

\[
\langle n\rangle+\tfrac12=\frac{1}{e^{\hbar\omega/k_BT}-1}+\frac12
=\frac12\coth\frac{\hbar\omega}{2k_BT}.
\]

For a rough \(\hbar\omega=40\) meV, this grows by a factor 1.24 from 300 to 400 K; the factor would be 1.31 for 20 meV and 1.11 for 80 meV. Suppose that \(E_U=50\) meV at 300 K. If the width is entirely vibrational, it becomes 62 meV at 400 K and \(\Delta=0.43\) eV. If half of it is static disorder, it becomes 56 meV and \(\Delta=0.39\) eV. The starting point is kept 0.10 eV below the gap in both cases. The width used must therefore belong to the temperature of use.

## Variation 1: both bands have tails

*Give the conduction band a tail of width \(w_c\), joined in the same way at \(y=w_c/2\). How does \(\Delta\) change for \(w_c=25\) meV and for \(w_c=50\) meV?*

**Narrower tail, \(w_c<E_U\).** Continue the valence exponential to all \(x\), and subtract the excess \(\delta(x)\) of this continuation over \(\sqrt{x}\) for \(x>E_U/2\). The excess is positive, because \(\ln\sqrt{x}\) is concave and lies below its tangent. The continued exponential contributes a term proportional to \(e^{s/E_U}\). The excess is paired with \(g_c(s-x)\), which lies wholly in the conduction tail if \(s\le(E_U+w_c)/2\), and so contributes a term proportional to \(e^{s/w_c}\). Thus

\[
J=P\,e^{s/E_U}-H\,e^{s/w_c},\qquad P,H>0 .
\]

Both integrals converge because \(w_c<E_U\). Deep in the gap the second term dies out faster, and the wider tail sets the slope. At the top of the interval the second term removes a larger fraction of \(J\) than at the bottom. The ratio between the ends is therefore reduced, and a longer interval is needed to reach 1000. For \(w_c=25\) meV the lengthening is only 0.3 meV.

**Equal tails, \(w_c=E_U=w\).** For \(s\le w\), divide the integral at \(y=s-w/2\) and \(y=w/2\). Between these points both states lie in tails. The integrand there is the constant \((w/2)e^{-1}e^{s/w}\), and the length of the range is \(w-s\). Each outer range pairs one band with the other tail and gives \(Ke^{s/w}\), where

\[
K=\sqrt{\frac w2}\,e^{-1/2}\int_{w/2}^{\infty}\!\sqrt{y}\,e^{-y/w}dy .
\]

Therefore

\[
J(s)=e^{s/w}\left[\frac{w}{2e}(w-s)+2K\right].
\]

The bracket grows as \(s\) becomes more negative, because there are more ways to divide the missing energy between the two tails. This growth opposes the exponential fall. Solving for the factor 1000 numerically, again from \(s=-0.10\) eV, gives \(\Delta=0.385\) eV, which is 0.040 eV more than the one-tail result. Between the two cases the lengthening grows quickly: it is 4.5 meV for \(w_c=35\) meV, 11 meV for 40 meV and 23 meV for 45 meV. The simple rule thus needs one tail to be clearly wider than the other.

## Variation 2: defects absorb as well

*Add a constant defect absorption \(b\) to the exponential. When can the total still fall by three decades?*

With \(r=b/\alpha_1\), the condition is

\[
\frac{1+r}{e^{-\Delta/E_U}+r}=1000
\quad\Rightarrow\quad
e^{-\Delta/E_U}=\frac{1+r}{1000}-r=\frac{1-999r}{1000}.
\]

Taking the logarithm,

\[
\Delta=E_U\left[\ln1000-\ln(1-999r)\right],\qquad r<\frac1{999}.
\]

For \(\alpha_1=10^4\ \mathrm{cm^{-1}}\), the background must stay below \(10.01\ \mathrm{cm^{-1}}\). Take \(b=\sigma N\), with a rough cross-section \(\sigma=10^{-17}\ \mathrm{cm^2}\) and defect density \(N\):

- \(N=10^{17}\ \mathrm{cm^{-3}}\) gives \(b=1\ \mathrm{cm^{-1}}\) and \(\Delta=0.351\) eV.
- \(N=10^{18}\ \mathrm{cm^{-3}}\) gives \(b=10\ \mathrm{cm^{-1}}\). Then \(1-999r=0.001\), and \(\Delta\) doubles to 0.69 eV.
- \(N=10^{19}\ \mathrm{cm^{-3}}\) gives \(b=100\ \mathrm{cm^{-1}}\). The total can fall by at most a factor 101, or about two decades.

The middle case lies so close to the limit that a slightly larger background removes the solution altogether; its 0.69 eV shows this sensitivity and does not predict a film's behaviour. Of the effects sized here, defect absorption is the one that can prevent the three-decade fall. Before a width is extracted from a measured slope, the background must be subtracted, or the fit restricted to energies where the exponential part is much larger than \(b\).
